# Flatband Shift from Trapped Positive Charge in a Low-k Dielectric

## Common data

Light and charging during a plasma step have left trapped positive charge in a low-k dielectric. The dielectric lies between a metal gate at $x=0$ and a p-type semiconductor that begins at $x=d$. Its thickness is $d=100$ nm and its relative permittivity is $\kappa=2.5$, so that its permittivity is $\varepsilon=\kappa\varepsilon_0=2.2135\times10^{-11}$ F/m.

The trapped charge is modelled as a laterally uniform sheet at $x=s$, with $N=10^{12}\ \mathrm{cm^{-2}}=10^{16}\ \mathrm{m^{-2}}$ charges of $+q$ each, where $q$ is the elementary charge. The sheet neither moves nor changes its occupation with bias. Unless stated otherwise, the dielectric holds no other charge and its interface with the semiconductor has no traps.

The semiconductor is a model with relative permittivity 12, acceptor density $N_A=10^{22}\ \mathrm{m^{-3}}$ and intrinsic density $n_i=10^{16}\ \mathrm{m^{-3}}$, at $T=300$ K.

The displacement $D$ and the field $E=D/\varepsilon$ count as positive when they point from gate to semiconductor. The potential $\phi$ is zero deep in the semiconductor, and $\psi_s=\phi(d)$ is the surface potential. The gate voltage is $V_G=V_{FB,0}+\phi(0)$, where the constant $V_{FB,0}$ comes from the work-function difference. It is the flatband voltage without the sheet.

## Part (a)

**Question.** Find the displacement everywhere in the dielectric at flatband, and the charge per area on the gate.

**Answer.** At flatband the potential in the semiconductor is constant. Its field is zero, and by Gauss's law so is its net charge. Since the interface carries no charge, $D$ is continuous at $x=d$, and therefore

$$D=0\qquad (s<x<d).$$

Let $\sigma=qN$ be the sheet charge per area. A thin Gaussian box around the sheet gives

$$D(s^+)-D(s^-)=\sigma .$$

With $D(s^+)=0$ this becomes $D(s^-)=-\sigma$. There is no charge between gate and sheet, so

$$D=-\sigma\qquad (0<x<s).$$

The field inside the metal vanishes, so the gate charge per area is $Q_G=D(0^+)=-\sigma$. The gate carries the whole image charge. This must be so, because the semiconductor is neutral and the structure as a whole is neutral too.

Numerically, $\sigma=1.6022\times10^{-3}\ \mathrm{C/m^2}$. The field between gate and sheet is

$$E=-\frac{\sigma}{\varepsilon}=-\frac{1.6022\times10^{-3}}{2.2135\times10^{-11}}\ \mathrm{V/m}=-7.24\times10^{7}\ \mathrm{V/m}.$$

The minus sign says that the field points from the sheet towards the gate.

## Part (b)

**Question.** Derive the shift of the flatband voltage. Evaluate it for a sheet midway through the dielectric, and discuss its dependence on $s$.

**Answer.** Since $E=-d\phi/dx$, integration across the dielectric gives

$$\phi(0)-\phi(d)=\int_0^d E\,dx=\int_0^s\left(-\frac{\sigma}{\varepsilon}\right)dx+\int_s^d 0\,dx=-\frac{\sigma s}{\varepsilon}.$$

At flatband $\phi(d)=0$, so $V_G=V_{FB,0}-\sigma s/\varepsilon$. Subtracting the value without the sheet removes the work-function term:

$$\boxed{\Delta V_{FB}=-\frac{qNs}{\kappa\varepsilon_0}}$$

For $s=d/2=50$ nm,

$$\Delta V_{FB}=-\frac{(1.6022\times10^{-3})(5.0\times10^{-8})}{2.2135\times10^{-11}}\ \mathrm{V}=-3.62\ \mathrm{V}.$$

The gate must be made more negative, because the field between sheet and gate points towards the gate. The potential therefore falls by $\sigma s/\varepsilon$ from the sheet to the gate, while it is constant from the sheet to the semiconductor. No property of the semiconductor enters, so the shift would be the same on an n-type substrate.

The distance that counts is measured from the gate. A sheet at the gate ($s\to0$) causes no shift, since its image lies directly beside it. A sheet at the semiconductor interface ($s\to d$) causes twice the midplane shift. In between, each nanometre adds $-72.4$ mV.

The result can be compared with a numerical solution of the nonlinear Poisson equation for the whole structure, in which the gate voltage is varied until $\psi_s=0$. For sheets 10, 50 and 90 nm from the gate it gives shifts of $-0.724$, $-3.619$ and $-6.514$ V, in agreement with the formula. These values are listed in the numerical output.

## Part (c)

**Question.** Replace the sheet by a volume density $\rho(x)$ with the same total charge per area $\sigma$. Find the shift for a uniform density and for one that rises linearly from zero at the gate. Can one flatband measurement locate the charge? If not, suggest a way to do so.

**Answer.** The semiconductor is again neutral at flatband, so $D(d)=0$. Integrating $dD/dx=\rho$ from $x$ to $d$ gives

$$D(x)=-\int_x^d\rho(x')\,dx'.$$

The shift is the integral of $D/\varepsilon$ over the dielectric:

$$\Delta V_{FB}=-\frac1\varepsilon\int_0^d dx\int_x^d dx'\,\rho(x').$$

The region of integration is $0<x<x'<d$. If the $x$ integral is done first, at fixed $x'$, it runs from 0 to $x'$ and yields a factor $x'$. Hence

$$\Delta V_{FB}=-\frac1\varepsilon\int_0^d x'\rho(x')\,dx'=-\frac{\sigma\bar x}{\varepsilon},\qquad \bar x=\frac1\sigma\int_0^d x'\rho(x')\,dx'.$$

For the uniform density $\rho=\sigma/d$,

$$\bar x=\frac1d\int_0^d x\,dx=\frac d2,$$

which gives $-3.62$ V, the same as for the midplane sheet. The linear density must be $\rho=2\sigma x/d^2$, because its integral over the dielectric is then $\sigma$. It has

$$\bar x=\frac{2}{d^2}\int_0^d x^2\,dx=\frac{2d}{3},$$

so its shift is larger by the factor $(2d/3)/(d/2)=4/3$, that is, $-4.83$ V.

If $V_{FB,0}$ is known, for example from a sample without the charge, one measurement yields the product $\sigma\bar x$. It cannot separate the amount of charge from its position, nor a midplane sheet from a uniform filling.

A series of thinned samples can do so. Suppose that a thickness $t$ is removed from the gate side before a new gate is deposited, and that neither step adds or removes other charge. For a sheet and $t<s$,

$$\Delta V_{FB}(t)=-\frac{\sigma(s-t)}{\varepsilon}.$$

This is a straight line in $t$. Its slope $\sigma/\varepsilon$ gives the charge, and its zero gives the position. For the uniform density the remaining thickness is $d-t$, and

$$\Delta V_{FB}(t)=-\frac1\varepsilon\,\frac{\sigma}{d}\int_0^{d-t}x\,dx=-\frac{\sigma(d-t)^2}{2\varepsilon d},$$

which is a parabola. For a midplane sheet, $s=d/2$, the two cases agree at $t=0$ and separate as the film is thinned: for $t<d/2$, while the sheet is still in the film, their shifts differ by $\sigma t^2/(2\varepsilon d)$ in magnitude. Beyond that the sheet has been removed and its shift is zero.

## Part (d)

**Question.** Show that the sheet displaces the whole equilibrium capacitance-voltage curve without changing its shape.

**Answer.** Let $Q_s(\psi_s)$ be the semiconductor charge per area. The field vanishes deep in the semiconductor, so Gauss's law gives $0-D(d)=Q_s$. The displacement is therefore $-Q_s$ between sheet and semiconductor, and $-Q_s-\sigma$ between gate and sheet. Integration gives

$$\phi(0)-\psi_s=\frac{(-Q_s-\sigma)s+(-Q_s)(d-s)}{\varepsilon}=-\frac{Q_sd}{\varepsilon}-\frac{\sigma s}{\varepsilon},$$

and so

$$V_G=V_{FB,0}+\psi_s-\frac{Q_s(\psi_s)\,d}{\varepsilon}-\frac{\sigma s}{\varepsilon}.$$

The last term does not depend on $\psi_s$. Each state of the semiconductor is thus reached at a gate voltage displaced by the same $\Delta V_{FB}$.

The gate charge is $Q_G=-Q_s-\sigma$. With $C_s=-dQ_s/d\psi_s$, a small change $d\psi_s$ causes $dQ_G=C_s\,d\psi_s$ and $dV_G=(1+C_sd/\varepsilon)\,d\psi_s$. The capacitance per area is

$$C=\frac{dQ_G}{dV_G}=\frac{C_s}{1+C_sd/\varepsilon},\qquad\text{or}\qquad \frac1C=\frac d\varepsilon+\frac1{C_s}.$$

It depends on $\psi_s$ alone and does not contain $\sigma$. The curve therefore moves rigidly.

In the numerical solution, with $V_{FB,0}=0$, the structure without the sheet has $C=1.770\times10^{-4}\ \mathrm{F/m^2}$ at 1.0 V. With the midplane sheet the same value appears at $-2.619$ V. The agreement was also tested at three other biases, $-2.0$, 0.0 and 6.0 V. All four capacitances lie below $\varepsilon/d=2.2135\times10^{-4}\ \mathrm{F/m^2}$, as the series formula requires for positive $C_s$.

## Part (e)

**Question.** Take $V_{FB,0}=0$ and $V_G=0$. Does the midplane sheet invert the p-type surface? How is its image charge divided?

**Answer.** By part (d), the semiconductor is in the state that it would have without the sheet at $V_G=+3.62$ V. This has to be compared with the voltage at which strong inversion begins.

Strong inversion is taken to begin when the electron density at the surface equals $N_A$. In the bulk the electron density is $n_i^2/N_A$, since $N_A\gg n_i$. With Boltzmann statistics and $v_T=k_BT/q$,

$$\frac{n_i^2}{N_A}e^{\psi_s/v_T}=N_A\quad\Rightarrow\quad \psi_s=2v_T\ln\frac{N_A}{n_i}=0.714\ \mathrm{V}.$$

The charge at this point can be estimated in the depletion approximation, where a layer of width $W$ holds bare acceptors and the electrons are still neglected. Then $|Q_s|=qN_AW$ and $\psi_s=qN_AW^2/(2\varepsilon_s)$, with $\varepsilon_s=12\varepsilon_0$. Eliminating $W$ gives

$$|Q_s|=\sqrt{2\varepsilon_sqN_A\psi_s}\approx4.9\times10^{-4}\ \mathrm{C/m^2}.$$

Without the sheet, inversion therefore begins near

$$V_G\approx0.71\ \mathrm{V}+\frac{4.9\times10^{-4}}{2.2\times10^{-4}}\ \mathrm{V}\approx2.9\ \mathrm{V}.$$

Since 3.62 V exceeds this, the sheet inverts the surface with no gate voltage applied. The numerical solution, which includes the electrons, gives $\psi_s=0.785$ V, above the criterion of 0.714 V.

The image charge follows from the voltage equation of part (d) with $V_G=0$ and $s=d/2$:

$$Q_s=\frac{\varepsilon}{d}\psi_s-\frac{\sigma}{2}=(1.74-8.01)\times10^{-4}\ \mathrm{C/m^2}=-6.27\times10^{-4}\ \mathrm{C/m^2}.$$

The semiconductor thus holds about 39% of the image charge and the gate about 61%. At flatband the gate held all of it. The division depends on the bias, although the sheet does not.

## Part (f)

**Question.** A student places the same sheet between two grounded metal plates and takes the magnitude of the flatband shift to be the potential of the sheet. Find that potential and explain the discrepancy.

**Answer.** Let $D_1$ be the displacement between the first plate and the sheet. Beyond the sheet it is $D_1+\sigma$. The plates are at equal potential, so

$$D_1s+(D_1+\sigma)(d-s)=0\quad\Rightarrow\quad D_1=-\sigma\left(1-\frac sd\right).$$

The first plate carries the fraction $1-s/d$ of the image charge, which is one half at the midplane. The sheet potential is

$$\phi(s)=-\frac{D_1s}{\varepsilon}=\frac{\sigma s(d-s)}{\varepsilon d}.$$

At $s=d/2$ this equals $\sigma d/(4\varepsilon)=1.81$ V, half the magnitude of the flatband shift.

The two problems have different boundary conditions. Grounded plates fix the voltage across the dielectric at zero, whereas flatband demands zero field at the semiconductor. To pass from one to the other, apply a voltage $V$ to the first plate. This adds $\varepsilon V/d$ to the displacement everywhere. Beyond the sheet the displacement was $D_1+\sigma=\sigma s/d$, and it vanishes when

$$\frac{\sigma s}{d}+\frac{\varepsilon V}{d}=0\quad\Rightarrow\quad V=-\frac{\sigma s}{\varepsilon},$$

which is the flatband shift of part (b).

## Part (g)

**Question.** Name three circumstances in which the result of part (b) or the rigid shift of part (d) fails.

**Answer.**

1. **Interface traps created together with the sheet.** Suppose that the plasma step also creates traps at $x=d$, with charge per area $Q_{it}(\psi_s)$, and that the sample is compared with an undamaged one. The traps add $-Q_{it}(\psi_s)d/\varepsilon$ to the gate voltage. This term varies along the curve and distorts it, and its value at $\psi_s=0$ adds to the flatband shift. If the same traps are present with and without the sheet and stay in equilibrium, their term cancels at each $\psi_s$, and the shift due to the sheet remains rigid.

2. **Charge that responds to the measurement.** If the bias sweep moves, releases or neutralizes trapped charge, $\sigma\bar x$ changes during the sweep, and no single shift describes the curve.

3. **Lateral non-uniformity.** The mean spacing of the charges is $N^{-1/2}=10$ nm, which is small compared with the 50 nm between sheet and semiconductor. This favours the use of an area average for the shift itself. It does not make the surface potential uniform: for randomly placed charges a linearized estimate gives rms fluctuations of $\psi_s$ of about 14 mV at flatband and 24 to 30 mV in depletion. These are small beside 3.62 V but comparable with $v_T=26$ mV, so the exactly rigid curve of part (d) is a property of the uniform-sheet model. If, however, the density differs between patches much wider than both $d$ and the depletion layer in the semiconductor, each patch has its own flatband voltage, and the measured curve is a sum of displaced curves.

## Table of computed values

```
charge number density: 1.000e+16 m^-2
sheet charge sigma: 1.6022e-03 C/m^2
dielectric thickness: 100.0 nm
relative permittivity of dielectric: 2.50
permittivity of dielectric: 2.2135e-11 F/m
dielectric capacitance: 2.2135e-04 F/m^2
model semiconductor relative permittivity: 12.0
model acceptor density: 1.0e+22 m^-3
model intrinsic density: 1.0e+16 m^-3
temperature: 300 K
numerical shift, sheet 10 nm from gate: -0.7238 V
numerical shift, sheet 50 nm from gate: -3.6190 V
numerical shift, sheet 90 nm from gate: -6.5142 V
formula shift, sheet at midplane: -3.6190 V
shift per nm of sheet distance from gate: -72.38 mV
flatband field between gate and sheet: -7.2381e+07 V/m
flatband gate charge / sigma: -1.0000
numerical shift, uniform charge: -3.619 V
numerical shift, rising linearly from gate charge: -4.826 V
C bare at -2.0 V: 2.1631e-04 F/m^2; with sheet at -5.619 V: 2.1631e-04 F/m^2
C bare at 0.0 V: 2.0378e-04 F/m^2; with sheet at -3.619 V: 2.0378e-04 F/m^2
C bare at 1.0 V: 1.7698e-04 F/m^2; with sheet at -2.619 V: 1.7698e-04 F/m^2
C bare at 6.0 V: 2.1860e-04 F/m^2; with sheet at 2.381 V: 2.1860e-04 F/m^2
surface potential at zero gate voltage with sheet: 0.785 V
strong-inversion criterion: 0.714 V
grounded plates, sheet at 20 nm: gate image share 0.800, sheet potential 1.1581 V
grounded plates, sheet at 50 nm: gate image share 0.500, sheet potential 1.8095 V
```
